\section*{Temple bounds on the single-valley donor ground state in silicon}

\section*{Question}

An electron in one conduction valley of a silicon-like crystal is bound to a point donor of charge $+e$. The transverse and longitudinal masses are $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$, and the static dielectric constant is $\varepsilon=11.4$. These are rough silicon values. With lengths in $a^*=\varepsilon(m_0/m_t)a_B$ and energies in $\mathrm{Ry}^*=(m_t/m_0)\mathrm{Ry}/\varepsilon^2$, the Hamiltonian is
\begin{equation}
H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac{2}{r},\qquad \gamma=\frac{m_t}{m_l}<1 .
\end{equation}
Let $E_0$ be its ground level and $E_1$ its next level of even parity. The trial function is
\begin{equation}
\psi=e^{-R},\qquad R^2=\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2},\qquad a>b .
\end{equation}

\begin{enumerate}
\item[(a)] Derive a lower bound on $E_0$ from $E=\langle H\rangle$, $v=\langle H^2\rangle-E^2$ and a number $\mu\le E_1$. What happens if $\mu>E_1$?
\item[(b)] Find $\langle H\rangle$ and $\langle H^2\rangle$, and reduce the minimisation of $E$ to one variable.
\item[(c)] Find a lower bound on $E_1$ by comparison with an isotropic mass. Then improve it with a solvable operator that lies below $H$.
\item[(d)] Bracket $E_0$ numerically. Identify what limits the bracket, and reduce its width.
\item[(e)] When does the method fail, and what does the bracket say about a real donor?
\end{enumerate}

\section*{Answer to (a)}

The ground state has no nodes and is non-degenerate, so it is even under inversion. The trial function is even too, and we may work in the even sector, where the spectrum consists of $E_0$ and values $\lambda\ge E_1$. Let $\mu\le E_1$ and $E<\mu$. Since $E_0\le E<\mu$, the product $(\lambda-E_0)(\lambda-\mu)$ vanishes at $\lambda=E_0$ and is non-negative at every other spectral value. Averaging over the spectral weights of the normalised trial state gives
\begin{align}
0&\le\langle(H-E_0)(H-\mu)\rangle=v+E^2-(E_0+\mu)E+E_0\mu\nonumber\\
&=v-(\mu-E)(E-E_0).
\end{align}
Division by $\mu-E>0$, together with the variational principle, yields
\begin{equation}
E-\frac{v}{\mu-E}\;\le\;E_0\;\le\;E. \label{temple}
\end{equation}

The condition on $\mu$ matters. Take a state with weight $p$ in level $E_1$ and $1-p$ in $E_0$, and put $\Delta=E_1-E_0$. Then $E=E_0+p\Delta$ and $v=p(1-p)\Delta^2$. With $\mu=E_1+\delta$ the left side of (\ref{temple}) becomes
\begin{equation}
E_0+p\Delta-\frac{p(1-p)\Delta^2}{(1-p)\Delta+\delta}
=E_0+\frac{p\Delta\,\delta}{(1-p)\Delta+\delta}.
\end{equation}
This exceeds $E_0$ for every $\delta>0$, so an estimate of $E_1$ from above cannot serve as $\mu$.

\section*{Answer to (b)}

Use $X=x/a$, $Y=y/a$, $Z=z/b$, and let $u=Z/R$. Put $\alpha=1/a^2$ and $\beta=\gamma/b^2$. Differentiating twice,
\begin{equation}
\frac{\partial_X^2e^{-R}}{e^{-R}}=\frac{X^2}{R^2}-\frac1R+\frac{X^2}{R^3},
\end{equation}
and similarly for $Y$ and $Z$. The physical distance is $r=R\,s(u)$, with
\begin{equation}
s=\sqrt{a^2(1-u^2)+b^2u^2}=a\sqrt{1-e^2u^2},\qquad e^2=1-\frac{b^2}{a^2}.
\end{equation}
Adding the terms gives
\begin{align}
\frac{H\psi}{\psi}&=-A+\frac{C}{R},\qquad A=\alpha(1-u^2)+\beta u^2,\nonumber\\
C&=\alpha(1+u^2)+\beta(1-u^2)-\frac2s. \label{local}
\end{align}
The $1/R$ singularity is square integrable in three dimensions, so $\psi$ lies in the domain of $H$ and $\langle H^2\rangle=\|H\psi\|^2/\|\psi\|^2$.

The normalised density is $e^{-2R}/\pi$ in $(X,Y,Z)$. Hence $\langle1/R\rangle=\int_0^\infty4Re^{-2R}dR=1$ and $\langle1/R^2\rangle=\int_0^\infty4e^{-2R}dR=2$. With an overline for the average over $0<u<1$,
\begin{equation}
\langle H\rangle=\overline{-A+C},\qquad
\langle H^2\rangle=\overline{A^2-2AC+2C^2}.
\end{equation}
The required integrals follow from $eu=\sin\varphi$ for $F$ and $J$, and from partial fractions for $G$:
\begin{align}
F&=\overline{1/s}=\frac{\arcsin e}{ae},\qquad
G=\overline{1/s^2}=\frac{\operatorname{artanh}e}{a^2e},\nonumber\\
J&=\overline{u^2/s}=\frac{\arcsin e-e\sqrt{1-e^2}}{2ae^3}.
\end{align}
Since $\overline{u^2}=1/3$, we have $\overline A=(2\alpha+\beta)/3$ and $\overline C=(4\alpha+2\beta)/3-2F$, so
\begin{equation}
E=\frac{2\alpha+\beta}{3}-2F. \label{mean}
\end{equation}

For the square, let $D=\alpha-\beta$, $S=\alpha+\beta$, $w=u^2$ and $P=S+Dw$. Then $A=\alpha-Dw$ and $C=P-2/s$, and
\begin{align}
A^2-2AC+2C^2&=A^2-2AP+2P^2+\frac{4A-8P}{s}+\frac8{s^2},\nonumber\\
A^2-2AP+2P^2&=\alpha^2+2\alpha\beta+2\beta^2+D(2\alpha+6\beta)w+5D^2w^2,\nonumber\\
4A-8P&=-4(\alpha+2\beta)-12Dw .
\end{align}
With $\overline w=1/3$ and $\overline{w^2}=1/5$, the polynomial averages to
\begin{equation}
\alpha^2+2\alpha\beta+2\beta^2+\tfrac13(\alpha-\beta)(2\alpha+6\beta)+(\alpha-\beta)^2
=\tfrac13(8\alpha^2+4\alpha\beta+3\beta^2).
\end{equation}
Therefore
\begin{equation}
\langle H^2\rangle=\frac{8\alpha^2+4\alpha\beta+3\beta^2}{3}-4(\alpha+2\beta)F-12(\alpha-\beta)J+8G. \label{square}
\end{equation}
In the isotropic limit $\gamma=a=b=1$ we have $F=G=1$, which gives $E=-1$ and $\langle H^2\rangle=5-12+8=1$. The variance vanishes, as it must for the hydrogen ground state.

To minimise $E$, fix $\eta=b/a$, which fixes $e$. Equation (\ref{mean}) reads $E=T/a^2-V/a$, with $T=(2+\gamma/\eta^2)/3$ and $V=2\arcsin(e)/e$. Setting the derivative to zero gives $a=2T/V$ and
\begin{equation}
E(\eta)=-\frac{V^2}{4T}=-\frac{3(\arcsin e/e)^2}{2+\gamma/\eta^2},\qquad e=\sqrt{1-\eta^2}. \label{eta}
\end{equation}

\section*{Answer to (c)}

\paragraph{Isotropic comparison.} The difference $H-(\gamma p^2-2/r)=(1-\gamma)(p_x^2+p_y^2)$ is non-negative. By the min-max principle each even level of $H$ lies at or above the corresponding even level of $\gamma p^2-2/r$, whose energies are $-1/(\gamma n^2)$. The second even level is $2s$, so $E_1\ge-1/(4\gamma)$.

\paragraph{Improved comparison.} Stretch the axis by $z=\sqrt\gamma\,z'$. Now let $r$ and $u=\cos\theta$ refer to the stretched coordinates. Then
\begin{equation}
H=p^2-\frac{2g(u)}r,\qquad g=\frac1{\sqrt{1-(1-\gamma)u^2}}\le\frac1{\sqrt\gamma}.
\end{equation}
For any $\kappa>1/\sqrt\gamma$ write $H=H_\kappa+B$, with
\begin{equation}
H_\kappa=p^2-\frac{2\kappa}r,\qquad B=\frac{2(\kappa-g)}r>0 .
\end{equation}
Dropping $B$ altogether would give only $E_1\ge-\kappa^2/4$, which is weaker than the isotropic bound because $\kappa^2>1/\gamma$. We keep part of its action on the $1s$ and $2s$ states $|i\rangle$ of $H_\kappa$. Define $b_{ij}=\langle i|B^{-1}|j\rangle$ and, for any $\phi$, $w_i=\langle i|\phi\rangle$ and $c=b^{-1}w$. Since $B$ is positive, the vector $\phi-\sum_ic_iB^{-1}|i\rangle$ has a non-negative expectation value of $B$:
\begin{equation}
0\le\langle\phi|B|\phi\rangle-c^\dagger w-w^\dagger c+c^\dagger bc
=\langle\phi|B|\phi\rangle-w^\dagger b^{-1}w .
\end{equation}
Thus $H\ge K$, where $K=H_\kappa+\sum_{ij}|i\rangle(b^{-1})_{ij}\langle j|$.

Both states are spherical, so the radial and angular integrals separate:
\begin{equation}
b_{ij}=\frac{\langle i|r|j\rangle}{2h}=\frac{M_{ij}}{2h\kappa},\qquad
\frac1h=\int_0^1\frac{du}{\kappa-g(u)} .
\end{equation}
With $x=\kappa r$, the radial functions are $2e^{-x}$ and $(1-x/2)e^{-x/2}/\sqrt2$. Their moments with weight $x^3$ are
\begin{align}
M_{11}&=4\cdot\frac{3!}{2^4}=\frac32,\qquad M_{22}=\tfrac12(6-24+30)=6,\nonumber\\
M_{12}&=\sqrt2\left[\frac6{(3/2)^4}-\frac{12}{(3/2)^5}\right]=-\frac{32\sqrt2}{81}.
\end{align}
In the span of $1s$ and $2s$, $K$ is the matrix
\begin{equation}
N=\operatorname{diag}(-\kappa^2,-\kappa^2/4)+2h\kappa M^{-1}.
\end{equation}
Outside this span $K$ equals $H_\kappa$, whose lowest remaining even level has $n=3$ and energy $-\kappa^2/9$; the $2p$ states are odd. If $N_1\le N_2$ are the eigenvalues of $N$ and $N_1<-\kappa^2/9$, min-max gives
\begin{equation}
E_1\ge\mu=\min\left(N_2,\,-\kappa^2/9\right). \label{mu}
\end{equation}
At $\kappa=1/\sqrt\gamma$ the denominator $\kappa-g$ vanishes linearly at $u=1$. The integral for $1/h$ then diverges logarithmically, and the correction is lost. Raising $\kappa$ restores it but lowers $-\kappa^2/9$. A convenient choice is the $\kappa$ at which the two entries in (\ref{mu}) meet; the bound holds for other choices as well.

\section*{Answer to (d)}

Here $\gamma=0.19/0.92=0.20652$, $\mathrm{Ry}^*=19.891$ meV and $a^*=3.175$ nm. Numerical minimisation of (\ref{eta}) gives $\eta=0.5733$, with $a=0.7475$ and $b=0.4286$, or 2.37 nm and 1.36 nm. Equations (\ref{mean}) and (\ref{square}) then give
\begin{equation}
E=-1.56779,\quad \langle H^2\rangle=2.57841,\quad v=0.12043 .
\end{equation}

The isotropic comparison gives $E_1\ge-1.21053$. For the improved one, quadrature and root finding give $\kappa=2.28932$ and $h=0.87620$, so $2h\kappa=4.0118$ and
\begin{equation}
N\simeq\begin{pmatrix}-5.2410+2.7706&0.2580\\0.2580&-1.3102+0.6927\end{pmatrix}.
\end{equation}
Its eigenvalues are $-2.5056$ and $-0.58233$. The second equals $-\kappa^2/9$, so $\mu=-0.58233$. The two lower bounds on $E_0$ are
\begin{align}
-1.56779-\frac{0.12043}{0.35726}&=-1.9049\quad\text{(isotropic)},\nonumber\\
-1.56779-\frac{0.12043}{0.98546}&=-1.6900\quad\text{(improved)}.
\end{align}
With the trial function held fixed, the better $\mu$ reduces the width from 6.71 to 2.43 meV.

To see what limits the bracket now, we need an estimate of $E_1$. Diagonalising $H$ in stretched coordinates, with 25 Laguerre radial functions for each even $l\le14$, gives $E_0\simeq-1.5700$ and $E_1\simeq-0.4453$. Reducing the basis to 20 functions and $l\le10$ moves these levels by less than $6\times10^{-7}\ \mathrm{Ry}^*$. They are converged variational values and play no part in the bounds. Putting this $E_1$ in place of $\mu$ would still leave a width of 2.13 meV, so most of the width comes from the variance.

The two sides of (\ref{temple}) need not use the same trial function. A direct search for the $a$ and $b$ that maximise the lower bound, with $\mu$ fixed, gives $a=0.7404$ and $b=0.4742$. The mean energy rises to $-1.55782$, but the lower bound improves to $-1.60595$. The variance there is $(1.60595-1.55782)(1.55782-0.58233)=0.0470$, less than half its former value.

Equation (\ref{local}) suggests why. The coefficient $C$ of the $1/R$ singularity would vanish in every direction if the cusp at the donor were cancelled. At the energy optimum it is $0.24$ on the equator and $-1.09$ at the poles; at the new optimum these become $0.04$ and $-0.57$. The less flattened envelope fits the cusp better in both directions, at a small cost in energy.

Using each trial function for its own end, and rounding outwards,
\begin{equation}
-1.6060\le E_0\le-1.5677\ \mathrm{Ry}^*,\qquad
-31.95\le E_0\le-31.18\ \mathrm{meV}.
\end{equation}
The inequalities are proved; their numerical evaluation used ordinary floating-point arithmetic. The width is 0.76 meV. Relative to the diagonalisation value of $-31.23$ meV, the upper end is off by about 0.04 meV and the lower end by 0.7 meV, so the midpoint is not a good estimate of $E_0$.

For weaker anisotropy the bracket tightens. At $\gamma=0.5$ the energy-optimised function alone gives about $-1.257$ to $-1.241\ \mathrm{Ry}^*$.

\section*{Answer to (e)}

The method needs $E<\mu$, which strong anisotropy prevents. Dropping the non-negative term $-\gamma\partial_z^2$ and using $1/r\le1/\rho$, with $\rho^2=x^2+y^2$, bounds $H$ below by two-dimensional hydrogen. Its ground state $e^{-2\rho}$ has energy $-4$, so $E\ge E_0\ge-4$ for every $\gamma$. But (\ref{mu}) gives $\mu\le-\kappa^2/9<-1/(9\gamma)$. For $\gamma\le1/36$ this lies below $-4$, and the construction must fail. This condition is sufficient but not sharp: numerically, $E<\mu$ is already lost between $\gamma=0.06$ and $\gamma=0.05$. Retaining more states of $H_\kappa$ would move the limit to smaller $\gamma$.

The bracket concerns the one-valley model. In silicon the six valleys are coupled near the donor, and a phosphorus donor is bound by roughly 45 meV, well outside the bracket. The scale of the missing attraction can be estimated by adding $-2(\varepsilon-1)e^{-r/\lambda}/r$ for incomplete screening, with a model length $\lambda=0.1$ nm. To first order in the energy-optimised envelope, this lowers each valley by 5.6 meV. For coupling between valleys, replace the envelope by a sphere of equal volume, with radius $c=(a^2b)^{1/3}=1.97$ nm, and set the Bloch overlaps to one. At wavevector difference $q$, the coupling strength is
\begin{equation}
\frac{8}{c^3}\left[\frac1{q^2+4/c^2}+\frac{\varepsilon-1}{q^2+(1/\lambda+2/c)^2}\right].
\end{equation}
With valleys at $k_0=0.85(2\pi/0.543\ \mathrm{nm})$, this is 2.5 meV for perpendicular valleys ($q=\sqrt2k_0$) and 1.5 meV for opposite ones ($q=2k_0$). The symmetric combination of valleys is lowered by about $5.6+4(2.5)+1.5\simeq17$ meV. The result depends strongly on the assumed $\lambda$: at first order, halving it gives about 8 meV and doubling it about 34 meV. First order is also not adequate for so strong a short-range term. Diagonalising the one-valley Hamiltonian with the term included lowers the level by about 2.4, 23 and 490 meV for $\lambda=0.05$, $0.1$ and $0.2$ nm, against first-order values of 1.5, 5.6 and 18.6 meV. At $0.2$ nm the state collapses into the core, where the effective-mass description no longer applies. The closeness of 17 meV to the observed difference of about 14 meV is therefore accidental. The estimate therefore shows only that the missing attraction can be comparable with the binding itself. It does not predict the level of a given dopant.

Other conditions also matter. Changing $\varepsilon$ from 11.4 to 11.7 at fixed masses reduces the binding by 1.6 meV, twice the width of the bracket. The thermal energy is 0.36 meV at 4.2 K but 26 meV at 300 K, where ionisation cannot be ignored. The rough overlap criterion $n^{1/3}c=0.25$ gives a donor density $n\simeq2\times10^{18}\ \mathrm{cm^{-3}}$; an isolated donor requires a much lower density. The field must also be well below $\pi\epsilon_0\varepsilon E_0^2/e^3\simeq19$ kV/cm, where $e$ is the elementary charge. At that field the top of the tilted Coulomb barrier falls to the unshifted one-valley level, and tunnelling empties the donor at lower fields still. This is a static criterion for an isolated donor; with a binding of 45 meV it gives about 40 kV/cm. For the level of a real donor, the missing short-range attraction and the choice of $\varepsilon$ both matter more than the 0.76 meV width.

All numerical values are calculated from the stated model.
